# Why carbon, nitrogen and fluorine shifts range more widely than hydrogen's: verification in Python

```python
"""
Result under test: the Karplus-Pople paramagnetic shielding of nucleus A,
    sigma_bb = -alpha^2 <r^-3>_p u_b / DeltaE,
    u_b = trace(p_AA) - sum_B det(p_AB),   |u_b| <= 2,
where p_AB is the 2x2 bond-order block of p orbitals perpendicular to field b,
DeltaE is a mean excitation energy and alpha the fine-structure constant.
Hydrogen has no valence p shell and so lacks this term.
Atomic units are used inside; printed lengths and energies are in angstrom, eV.
Shieldings are checked in acetylene by integrating its induced current density.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from pyscf import dft, gto, lib, scf

lib.num_threads(1)
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
PPM = constants.fine_structure**2 * 1e6      # alpha^2 in ppm


# ---------- bond-order algebra ----------
def rotation_matrix(size, p_shells, axis):
    """Real matrix of (r x nabla)_axis, each p shell about its own centre."""
    matrix = np.zeros((size, size))
    for shell in p_shells:
        c, d = shell[(axis + 1) % 3], shell[(axis + 2) % 3]
        matrix[c, d], matrix[d, c] = 1.0, -1.0
    return matrix


def u_bond_orders(P, p_shells, atom, axis):
    pair = [(axis + 1) % 3, (axis + 2) % 3]
    own = [p_shells[atom][k] for k in pair]
    value = np.trace(P[np.ix_(own, own)])
    for shell in p_shells:
        other = [shell[k] for k in pair]
        value -= np.linalg.det(P[np.ix_(own, other)])
    return value


def transition_weights(occupied, virtual, p_shells, atom, axis):
    size = occupied.shape[0]
    total = rotation_matrix(size, p_shells, axis)
    local = rotation_matrix(size, [p_shells[atom]], axis)
    return (occupied.T @ total @ virtual) * (occupied.T @ local @ virtual)


rng = np.random.default_rng(4)
three_shells = [[0, 1, 2], [3, 4, 5], [6, 7, 8]]
for trial in range(300):
    vectors = np.linalg.qr(rng.normal(size=(9, 9)))[0]
    n_occ = rng.integers(1, 9)
    occ, vir = vectors[:, :n_occ], vectors[:, n_occ:]
    for axis in range(3):
        explicit = 2 * transition_weights(occ, vir, three_shells, 0, axis).sum()
        formula = u_bond_orders(2 * occ @ occ.T, three_shells, 0, axis)
        assert abs(explicit - formula) < 1e-10
        assert abs(explicit) <= 2 + 1e-10

# Single bond of fluorine: four perpendicular lone pairs and one polar bond.
two_shells = [[0, 1, 2], [3, 4, 5]]
fluorine_U = {}
for bond_population in (1.0, 1.3, 2.0):
    bond = np.zeros(6)
    bond[2] = np.sqrt(bond_population / 2)
    bond[5] = np.sqrt(1 - bond_population / 2)
    occ = np.column_stack([np.eye(6)[:, [0, 1, 3, 4]], bond])
    anti = np.zeros((6, 1))
    anti[2, 0], anti[5, 0] = -bond[5], bond[2]
    U = np.mean([2 * transition_weights(occ, anti, two_shells, 0, k).sum()
                 for k in range(3)])
    assert abs(U - 2 / 3 * (2 - bond_population)) < 1e-12
    fluorine_U[bond_population] = U


# ---------- radial averages of atomic p shells ----------
def p_shell_averages(mol, density):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    index = [k for k, label in enumerate(mol.ao_labels(fmt=None))
             if "p" in label[2]]
    ao = mol.eval_gto("GTOval_sph", grid.coords)[:, index]
    rho = np.sum((ao @ density[np.ix_(index, index)]) * ao, axis=1)
    rho = rho * grid.weights
    radius = np.linalg.norm(grid.coords, axis=1)
    number = rho.sum()
    return number, (rho / radius).sum() / number, (rho / radius**3).sum() / number


exponent = 5.0
gaussian = gto.M(atom="H 0 0 0", basis={"H": [[1, [exponent, 1.0]]]},
                 spin=1, verbose=0)
_, _, numerical_r3 = p_shell_averages(gaussian, np.diag([1.0, 0.0, 0.0]))
analytic_r3 = 4 * (2 * exponent)**1.5 / (3 * np.sqrt(np.pi))
assert abs(numerical_r3 / analytic_r3 - 1) < 1e-3

for charge in (1.0, 3.0):
    norm = quad(lambda r: r**4 * np.exp(-charge * r), 0, np.inf)[0]
    inverse_cube = quad(lambda r: r * np.exp(-charge * r), 0, np.inf)[0]
    assert abs(inverse_cube / norm - charge**3 / 24) < 1e-8

atoms = {}
for symbol, spin in (("C", 2), ("N", 3), ("F", 1)):
    mol = gto.M(atom=symbol + " 0 0 0", basis="cc-pvtz", spin=spin, verbose=0)
    mf = scf.UHF(mol)
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    number, r1, r3 = p_shell_averages(mol, dm[0] + dm[1])
    assert abs(number - {"C": 2, "N": 3, "F": 5}[symbol]) < 0.02
    atoms[symbol] = (r1, r3)
assert atoms["C"][1] < atoms["N"][1] < atoms["F"][1]

chosen_energy = 10.0                         # eV, round model parameter
larger_energy = 15.0                         # eV, round model parameter
scale = {s: PPM * atoms[s][1] * HARTREE / chosen_energy for s in atoms}
diamagnetic_2p = {s: PPM * atoms[s][0] / 3 for s in atoms}
for symbol in atoms:
    assert diamagnetic_2p[symbol] < scale[symbol] / 5
fluorine_span = scale["F"] * (fluorine_U[1.0] - fluorine_U[2.0])
carbon_change = scale["C"] * (1 - chosen_energy / larger_energy)

# ---------- acetylene in a minimal basis: bond orders and mean energy ----------
cc_length, ch_length = 1.20, 1.06            # angstrom, round values
half = cc_length / 2
geometry = [["C", (0, 0, half)], ["C", (0, 0, -half)],
            ["H", (0, 0, half + ch_length)], ["H", (0, 0, -half - ch_length)]]


def run_pbe(basis):
    mol = gto.M(atom=geometry, basis=basis, unit="Angstrom", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "PBE"
    mf.grids.level = 3
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    return mol, mf


small_mol, small = run_pbe("sto-3g")
s_values, s_vectors = np.linalg.eigh(small_mol.intor("int1e_ovlp"))
root_overlap = (s_vectors * np.sqrt(s_values)) @ s_vectors.T
orbitals = root_overlap @ small.mo_coeff
energies = small.mo_energy
nocc = small_mol.nelectron // 2
labels = small_mol.ao_labels(fmt=None)
shells = [[k for k, lab in enumerate(labels) if lab[0] == a and "p" in lab[2]]
          for a in (0, 1)]
assert all(len(shell) == 3 for shell in shells)
P = 2 * orbitals[:, :nocc] @ orbitals[:, :nocc].T
u_across = u_bond_orders(P, shells, 0, 0)
u_along = u_bond_orders(P, shells, 0, 2)
assert abs(u_along) < 1e-5
weights = transition_weights(orbitals[:, :nocc], orbitals[:, nocc:], shells, 0, 0)
assert abs(2 * weights.sum() - u_across) < 1e-9
small_gaps = energies[None, nocc:] - energies[:nocc, None]
response = 2 * (weights / small_gaps).sum()
mean_energy = u_across / response
assert mean_energy > small_gaps.min()

# Finite magnetic field in the same orbital space, by diagonalization.
size = len(energies)
hamiltonian = (orbitals * energies) @ orbitals.T
L_total = -1j * rotation_matrix(size, shells, 0)
L_carbon = -1j * rotation_matrix(size, [shells[0]], 0)


def field_density(field):
    vectors = np.linalg.eigh(hamiltonian + 0.5 * field * L_total)[1][:, :nocc]
    return 2 * vectors @ vectors.conj().T


step = 1e-3
plus, minus = field_density(step), field_density(-step)
slope = np.trace((plus - minus) @ L_carbon).real / (2 * step)
assert abs(slope + response) < 1e-3 * abs(response)
assert np.max(abs(plus.real - P)) < 20 * step**2
assert np.max(abs(plus.imag)) > 0.1 * step
estimate = -PPM * atoms["C"][1] * response

# ---------- acetylene: shielding from the induced current density ----------
mol, mf = run_pbe("cc-pvtz")
coords, grid_weights = mf.grids.coords, mf.grids.weights
x, y, z = coords.T
mo = mol.eval_gto("GTOval_sph_deriv1", coords) @ mf.mo_coeff
phi, grad = mo[0], mo[1:4]
nocc = mol.nelectron // 2
gaps = mf.mo_energy[nocc:, None] - mf.mo_energy[None, :nocc]
rho = 2 * np.sum(phi[:, :nocc]**2, axis=1)
assert abs(np.dot(rho, grid_weights) - mol.nelectron) < 1e-2


def operator_matrix(operated):
    matrix = phi.T @ (grid_weights[:, None] * operated)
    return (matrix - matrix.T) / 2


def paramagnetic_current(matrix):
    """Particle current from the first-order change of occupied orbitals."""
    coefficient = 0.5 * matrix[nocc:, :nocc] / gaps
    first = phi[:, nocc:] @ coefficient
    return np.array([2 * np.sum(phi[:, :nocc] * (g[:, nocc:] @ coefficient)
                                - first * g[:, :nocc], axis=1) for g in grad])


current_x = paramagnetic_current(
    operator_matrix(y[:, None] * grad[2] - z[:, None] * grad[1]))
current_shift = paramagnetic_current(operator_matrix(grad[1]))
current_z = paramagnetic_current(
    operator_matrix(x[:, None] * grad[1] - y[:, None] * grad[0]))
nuclei = mol.atom_coords()
distance = np.array([np.linalg.norm(coords - R, axis=1) for R in nuclei])


def shielding_density(nucleus, power):
    """Weighted integrands (ppm): para and dia across, para and dia along."""
    share = distance**(-float(power))
    gauge_z = (share * nuclei[:, 2][:, None]).sum(axis=0) / share.sum(axis=0)
    z_n = z - nuclei[nucleus, 2]
    factor = PPM * grid_weights / distance[nucleus]**3
    J = current_x + gauge_z * current_shift
    para_x = factor * (y * J[2] - z_n * J[1])
    dia_x = factor * 0.5 * rho * (y**2 + z_n * (z - gauge_z))
    para_z = factor * (x * current_z[1] - y * current_z[0])
    dia_z = factor * 0.5 * rho * (x**2 + y**2)
    return np.array([para_x, dia_x, para_z, dia_z])


nearest = np.argmin(distance, axis=0)
results = {}
for name, nucleus, tolerance in (("C", 0, 5.0), ("H", 2, 2.0)):
    density = shielding_density(nucleus, 8)
    para_x, dia_x, para_z, dia_z = density.sum(axis=1)
    other_gauge = shielding_density(nucleus, 4).sum(axis=1)
    gauge_change = abs(other_gauge[:2].sum() - para_x - dia_x)
    assert gauge_change < tolerance          # finite-basis gauge error, ppm
    assert abs(para_z) < 0.5                 # quadrature error, ppm
    difference = density[2] + density[3] - density[0] - density[1]
    results[name] = dict(
        para=para_x, dia=dia_x, across=para_x + dia_x, along=para_z + dia_z,
        para_along=para_z, span=difference.sum(), gauge=gauge_change,
        own=difference[nearest == nucleus].sum())
carbon, proton = results["C"], results["H"]
assert carbon["para"] < 0
assert abs(carbon["para"]) > 5 * abs(proton["para"])
assert carbon["span"] > 5 * abs(proton["span"])
assert carbon["own"] > 0.6 * carbon["span"]
assert 0.5 < estimate / carbon["para"] < 2   # size estimate, not a precise law
fitted_energy = PPM * atoms["C"][1] * u_across / abs(carbon["para"])

# ---------- numbers for the text ----------
print(f"alpha^2 in eV A^3 units: {PPM * HARTREE * BOHR**3:.2f} ppm eV A^3")
print(f"H 1s diamagnetic shielding, one electron: {PPM / 3:.2f} ppm")
print("Free atoms, UHF/cc-pVTZ; scale is for u = 1")
print(f"Chosen mean energy: {chosen_energy:.1f} eV")
for symbol in atoms:
    r3 = atoms[symbol][1]
    print(f"{symbol} 2p <r^-3>: {r3 / BOHR**3:.2f} A^-3")
    print(f"{symbol} hydrogenic effective charge: {(24 * r3)**(1 / 3):.2f}")
    print(f"{symbol} paramagnetic scale: {scale[symbol]:.1f} ppm")
    print(f"{symbol} diamagnetic per 2p electron: {diamagnetic_2p[symbol]:.1f} ppm")
print(f"Scale ratio N/C: {scale['N'] / scale['C']:.2f}")
print(f"Scale ratio F/C: {scale['F'] / scale['C']:.2f}")
print(f"F isotropic U, nonpolar single bond: {fluorine_U[1.0]:.4f}")
print(f"F span, closed shell to nonpolar bond: {fluorine_span:.1f} ppm")
print(f"C larger mean energy: {larger_energy:.1f} eV")
print(f"C drop in shielding, larger to chosen energy: {carbon_change:.1f} ppm")
print(f"C2H2 bond lengths CC, CH: {cc_length:.2f}, {ch_length:.2f} A")
print("C2H2 minimal model, PBE/STO-3G")
print(f"u across axis: {u_across:.3f}")
print(f"u along axis: {abs(u_along):.3f}")
print(f"Smallest orbital gap: {small_gaps.min() * HARTREE:.2f} eV")
print(f"Mean excitation energy: {mean_energy * HARTREE:.2f} eV")
print(f"Karplus-Pople estimate for C across: {estimate:.1f} ppm")
print("C2H2 induced currents, PBE/cc-pVTZ")
for name, data in results.items():
    print(f"{name} diamagnetic part across: {data['dia']:.1f} ppm")
    print(f"{name} paramagnetic part across: {data['para']:.1f} ppm")
    print(f"{name} paramagnetic size along: {abs(data['para_along']):.2f} ppm")
    print(f"{name} total across: {data['across']:.1f} ppm")
    print(f"{name} total along: {data['along']:.1f} ppm")
    print(f"{name} isotropic: {(2 * data['across'] + data['along']) / 3:.1f} ppm")
    print(f"{name} along minus across: {data['span']:.1f} ppm")
    print(f"{name} part of that from own region: {data['own']:.1f} ppm")
    print(f"{name} change with other gauge function: {data['gauge']:.2f} ppm")
print(f"Anisotropy ratio C/H: {carbon['span'] / abs(proton['span']):.1f}")
print(f"Mean energy fitted to C current result: {fitted_energy * HARTREE:.2f} eV")
print("verified")
```

Running it gives:

```
alpha^2 in eV A^3 units: 214.73 ppm eV A^3
H 1s diamagnetic shielding, one electron: 17.75 ppm
Free atoms, UHF/cc-pVTZ; scale is for u = 1
Chosen mean energy: 10.0 eV
C 2p <r^-3>: 11.31 A^-3
C hydrogenic effective charge: 3.43
C paramagnetic scale: 242.8 ppm
C diamagnetic per 2p electron: 14.0 ppm
N 2p <r^-3>: 20.70 A^-3
N hydrogenic effective charge: 4.19
N paramagnetic scale: 444.6 ppm
N diamagnetic per 2p electron: 17.1 ppm
F 2p <r^-3>: 49.84 A^-3
F hydrogenic effective charge: 5.62
F paramagnetic scale: 1070.2 ppm
F diamagnetic per 2p electron: 22.6 ppm
Scale ratio N/C: 1.83
Scale ratio F/C: 4.41
F isotropic U, nonpolar single bond: 0.6667
F span, closed shell to nonpolar bond: 713.5 ppm
C larger mean energy: 15.0 eV
C drop in shielding, larger to chosen energy: 80.9 ppm
C2H2 bond lengths CC, CH: 1.20, 1.06 A
C2H2 minimal model, PBE/STO-3G
u across axis: 1.432
u along axis: 0.000
Smallest orbital gap: 8.83 eV
Mean excitation energy: 20.36 eV
Karplus-Pople estimate for C across: -170.7 ppm
C2H2 induced currents, PBE/cc-pVTZ
C diamagnetic part across: 255.9 ppm
C paramagnetic part across: -225.4 ppm
C paramagnetic size along: 0.00 ppm
C total across: 30.6 ppm
C total along: 279.2 ppm
C isotropic: 113.4 ppm
C along minus across: 248.6 ppm
C part of that from own region: 249.1 ppm
C change with other gauge function: 0.23 ppm
H diamagnetic part across: 29.5 ppm
H paramagnetic part across: -3.9 ppm
H paramagnetic size along: 0.00 ppm
H total across: 25.5 ppm
H total along: 40.8 ppm
H isotropic: 30.6 ppm
H along minus across: 15.2 ppm
H part of that from own region: 7.4 ppm
H change with other gauge function: 0.07 ppm
Anisotropy ratio C/H: 16.3
Mean energy fitted to C current result: 15.42 eV
verified
```
